# Peak Growth Rate of Randomly Nucleated Hemispherical Islands in Atomic Layer Deposition: a program that tests the result

```python
# Result under test: hemispherical islands, all nucleated at once at random
# points (areal density N), grow with radius r = G*n (G: planar growth per
# cycle, n: cycles). Mean film thickness h obeys
#     dh/dr = 2 x D(x),  x = r/L,  L = 1/sqrt(pi N),  D = Dawson function,
# with a single maximum of about 1.285, i.e. 28.5 percent above planar growth.
import math
import numpy as np
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.spatial import cKDTree
from scipy.special import dawsn


def thickness_quad(r, density):
    """Mean thickness from the filled fraction at each height."""
    def filled(z):
        return -math.expm1(-math.pi * density * (r * r - z * z))
    return quad(filled, 0.0, r, epsabs=1e-13, epsrel=1e-13, limit=200)[0]


def rate_difference(r, density):
    """dh/dr by central difference of the height quadrature."""
    step = 1e-3 / math.sqrt(math.pi * density)
    upper = thickness_quad(r + step, density)
    lower = thickness_quad(r - step, density)
    return (upper - lower) / (2 * step)


def rate_formula(x):
    return 2 * x * dawsn(x)


def stationarity(x):
    """Half the derivative of the growth-rate formula."""
    return x + (1 - 2 * x * x) * dawsn(x)


def dawson_series(x, terms):
    total = sum(x**(2 * k + 1) / (math.factorial(k) * (2 * k + 1))
                for k in range(terms))
    return math.exp(-x * x) * total


# Model parameters
N = 0.01      # nuclei per nm^2
G = 0.10      # nm per cycle
L = 1 / math.sqrt(math.pi * N)

# Thickness and rate formulas against quadrature of the definition
for x in (0.2, 0.7, 1.5, 3.0, 5.0):
    r = x * L
    assert abs(thickness_quad(r, N) - (r - L * dawsn(x))) < 1e-9 * L
    assert abs(rate_difference(r, N) - rate_formula(x)) < 1e-5

# Peak from the stationarity condition
x_peak = brentq(stationarity, 1.0, 2.0, xtol=1e-14)
g_peak = 1 + 1 / (2 * x_peak**2 - 1)

# Direct maximisation of the differentiated quadrature, three densities
direct_peaks = []
for density in (0.001, 0.01, 0.1):
    length = 1 / math.sqrt(math.pi * density)
    best = minimize_scalar(lambda s: -rate_difference(s * length, density),
                           bounds=(0.5, 4.0), method="bounded",
                           options={"xatol": 1e-7})
    assert abs(best.x - x_peak) < 1e-3
    assert abs(-best.fun - g_peak) < 1e-5
    direct_peaks.append((density, -best.fun))
assert abs(100 * (g_peak - 1) - 28.5) < 0.05

# One maximum only: the sampled rate turns from rising to falling once
grid = np.linspace(0.01, 30.0, 30000)
rising = np.diff(rate_formula(grid)) > 0
turns = np.count_nonzero(rising[1:] != rising[:-1])
assert turns == 1 and rising[0] and not rising[-1]


def crossing(x):
    return x / (2 * x * x - 1) - dawsn(x)


slope = (crossing(x_peak + 1e-4) - crossing(x_peak - 1e-4)) / 2e-4
slope_formula = -2 / (2 * x_peak**2 - 1)**2
assert abs(slope - slope_formula) < 1e-5
assert abs(crossing(10.0) * 4 * 10.0**5 + 1) < 0.1

# Positive series for the Dawson function at the two bracket ends
series_values = [(x, dawson_series(x, 16)) for x in (1.50, 1.51)]
for x, value in series_values:
    assert abs(value - dawsn(x)) < 1e-8
bracket = [x + (1 - 2 * x * x) * value for x, value in series_values]
assert bracket[0] > 0 > bracket[1]

# Simulation: random nuclei in a periodic square. A point on a hemisphere is
# exposed when its own nucleus is the nearest one in the substrate plane.
rng = np.random.default_rng(12345)
islands = 40000
side = math.sqrt(islands / N)
centres = rng.random((islands, 2)) * side
tree = cKDTree(centres, boxsize=side)
simulated_area = []
for x in (0.5, x_peak, 3.0):
    r = x * L
    owner = np.repeat(np.arange(islands), 15)
    u = rng.random(owner.size)
    angle = 2 * math.pi * rng.random(owner.size)
    lateral = r * np.sqrt(1 - u * u)
    shift = np.column_stack((lateral * np.cos(angle),
                             lateral * np.sin(angle)))
    nearest = tree.query((centres[owner] + shift) % side)[1]
    area = N * 2 * math.pi * r * r * np.mean(nearest == owner)
    assert abs(area - rate_formula(x)) < 0.02
    simulated_area.append((x, area))

r_peak = x_peak * L
h_peak = r_peak - L * dawsn(x_peak)
cover_peak = 1 - math.exp(-x_peak**2)
distance = tree.query(rng.random((400000, 2)) * side)[0]
h_sim = np.mean(np.sqrt(np.maximum(r_peak**2 - distance**2, 0)))
cover_sim = np.mean(distance < r_peak)
assert abs(h_sim - h_peak) < 0.01 * h_peak
assert abs(cover_sim - cover_peak) < 0.01

# Largest thickness deficit, found from the quadrature, lies where rate = 1
x_equal = brentq(lambda s: rate_formula(s) - 1, 0.5, 1.4, xtol=1e-14)
deficit = minimize_scalar(lambda s: thickness_quad(s * L, N) - s * L,
                          bounds=(0.3, 3.0), method="bounded",
                          options={"xatol": 1e-8})
assert abs(deficit.x - x_equal) < 1e-4
deficit_max = -deficit.fun

# Whole cycles: largest thickness increment in one cycle
layers = np.array([thickness_quad(G * n, N) for n in range(0, 301)])
increments = np.diff(layers)
best_cycle = int(np.argmax(increments)) + 1
assert abs(increments.max() / G - g_peak) < 1e-3
assert abs(best_cycle - r_peak / G) < 1.0

# Late growth
n_late = 300
r_late = G * n_late
x_late = r_late / L
late_rate = rate_difference(r_late, N)
late_law = 1 + 1 / (2 * x_late**2) + 3 / (4 * x_late**4)
late_deficit = r_late - layers[n_late]
late_deficit_law = L * L / (2 * r_late)
assert abs(late_rate - late_law) < 2e-4
assert abs(late_deficit / late_deficit_law - 1) < 0.03

# Square lattice of nuclei, spacing 1: exposed area per cell, integrated in
# polar coordinates over the cell belonging to one nucleus
phi = (np.arange(4000) + 0.5) * (math.pi / 4) / 4000
cell_edge = 0.5 / np.cos(phi)


def lattice_rate(r):
    reach = np.minimum(r, cell_edge)
    return 2 * math.pi * np.mean(r * (r - np.sqrt(r * r - reach**2)))


radii = np.linspace(0.2, 3.0, 2801)
lattice = np.array([lattice_rate(r) for r in radii])
lattice_peak = lattice.max()
lattice_radius = radii[lattice.argmax()]
assert abs(lattice_peak - math.pi / 2) < 1e-3
assert abs(lattice_radius - 0.5) < 2e-3

print(f"nucleus density N = {N:.2f} nm^-2 = {N * 1e14:.1e} cm^-2")
print(f"planar growth per cycle G = {G:.2f} nm/cycle")
print(f"length L = {L:.3f} nm")
print(f"ratio G/L = {G / L:.4f} (no unit)")
for (x, value), sign_value in zip(series_values, bracket):
    print(f"x = {x:.2f}: D = {value:.6f}, x+(1-2x^2)D = {sign_value:.6f}")
print(f"peak position x* = {x_peak:.5f} (no unit)")
print(f"Dawson function at peak D(x*) = {dawsn(x_peak):.5f} (no unit)")
print(f"peak relative rate g* = {g_peak:.5f} (no unit)")
print(f"excess over planar growth = {100 * (g_peak - 1):.2f} percent")
for density, value in direct_peaks:
    print(f"direct maximum at N = {density:.3f} nm^-2: {value:.5f}")
for x, area in simulated_area:
    print(f"exposed area, x = {x:.3f}: simulated {area:.3f}, "
          f"formula {rate_formula(x):.3f}")
print(f"island radius at peak = {r_peak:.3f} nm")
print(f"cycle number at peak = {r_peak / G:.1f} cycles")
print(f"peak growth per cycle = {G * g_peak:.4f} nm/cycle")
print(f"coverage at peak = {cover_peak:.4f}, simulated {cover_sim:.4f}")
print(f"mean thickness at peak = {h_peak:.3f} nm, simulated {h_sim:.3f} nm")
print(f"largest whole-cycle increment = {increments.max():.4f} nm")
print(f"cycle with largest increment = {best_cycle}")
print(f"rate equals planar at x = {x_equal:.5f} (no unit)")
print(f"rate equals planar after {x_equal * L / G:.1f} cycles")
print(f"largest thickness deficit = {deficit_max:.3f} nm")
print(f"deficit at the rate peak = {r_peak - h_peak:.3f} nm")
print(f"late cycle number = {n_late}, x = {x_late:.3f}")
print(f"late relative rate = {late_rate:.5f}, late law {late_law:.5f}")
print(f"late deficit = {late_deficit:.4f} nm, "
      f"late law {late_deficit_law:.4f} nm")
print(f"square-lattice peak relative rate = {lattice_peak:.4f} (no unit)")
print(f"square-lattice peak radius / spacing = {lattice_radius:.3f}")
print("no test failed")
```

Running it gives:

```
nucleus density N = 0.01 nm^-2 = 1.0e+12 cm^-2
planar growth per cycle G = 0.10 nm/cycle
length L = 5.642 nm
ratio G/L = 0.0177 (no unit)
x = 1.50: D = 0.428249, x+(1-2x^2)D = 0.001128
x = 1.51: D = 0.425402, x+(1-2x^2)D = -0.004515
peak position x* = 1.50198 (no unit)
Dawson function at peak D(x*) = 0.42769 (no unit)
peak relative rate g* = 1.28475 (no unit)
excess over planar growth = 28.47 percent
direct maximum at N = 0.001 nm^-2: 1.28475
direct maximum at N = 0.010 nm^-2: 1.28475
direct maximum at N = 0.100 nm^-2: 1.28475
exposed area, x = 0.500: simulated 0.424, formula 0.424
exposed area, x = 1.502: simulated 1.281, formula 1.285
exposed area, x = 3.000: simulated 1.079, formula 1.070
island radius at peak = 8.474 nm
cycle number at peak = 84.7 cycles
peak growth per cycle = 0.1285 nm/cycle
coverage at peak = 0.8952, simulated 0.8942
mean thickness at peak = 6.061 nm, simulated 6.059 nm
largest whole-cycle increment = 0.1285 nm
cycle with largest increment = 85
rate equals planar at x = 0.92414 (no unit)
rate equals planar after 52.1 cycles
largest thickness deficit = 3.053 nm
deficit at the rate peak = 2.413 nm
late cycle number = 300, x = 5.317
late relative rate = 1.01872, late law 1.01862
late deficit = 0.5404 nm, late law 0.5305 nm
square-lattice peak relative rate = 1.5708 (no unit)
square-lattice peak radius / spacing = 0.500
no test failed
```
